Transmission of a Tight-Binding Wire with One Impurity Site, part 2

An electron moves along an infinite chain of identical sites and meets one impurity, site n = 0, whose energy is shifted by a real U. The transmitted and reflected fractions of the current are T and R. Electrons are independent, host sites have energy zero, and the hopping matrix element is −t with t > 0. The wave number k is per lattice spacing, a pure number. A stationary state obeys

Eψₙ = −t(ψₙ₊₁ + ψₙ₋₁), with Uψ₀ added on the right at n = 0.

A wave incident from the left has 0 < k < π, energy E = −2t cos k and velocity

v = (1/ħ) dE/dk = (2t/ħ) sin k.     (2)

The current from site n to site n + 1 is

Jₙ = (2t/ħ) Im(ψₙ*ψₙ₊₁).     (3)

The host Green function, the response to a unit source on site 0, is g(n) = exp(iκ|n|)/(2it sin κ) at energy z = E + iη = −2t cos κ, with Im κ > 0. Inside the band, as η → 0, κ → k and g(0) = −i/(2t sin k) = −iπρ, where ρ is the host density of states per site and spin. G is the Green function with the impurity present. For a wave incident from the left,

ψₙ = exp(ikn) + g(n) U ψ₀,     (11)

ψ₀ = 1/[1 − U g(0)].     (12)

The scattering series of section 5, ψ₀ = 1 + U g(0) + [U g(0)]² + …, converges for |U| < 2t sin k. The transmitted and reflected amplitudes are τ = ψ₀ = 2t sin k/(2t sin k + iU) and r = τ − 1. Section 6 found ψ₁ + ψ₋₁ = 2τ exp(ik) − 2i sin k, and

T = 4t² sin²k/(4t² sin²k + U²),     (15)

T = (4t² − E²)/(4t² − E² + U²), for |E| < 2t.     (17)

The numerical example has t = 1 eV and U = 1.5 eV.

9. Reading the formula

Dividing numerator and denominator of T by 4t² sin²k gives

T = 1/[1 + (U/ħv)²] = 1/[1 + (πρU)²].     (20)

The impurity energy is compared with ħv. A slow electron is reflected more strongly than a fast one by the same U.

Equation (17) can be written as

T = 1 − U²/(4t² − E² + U²).

For U ≠ 0 this decreases as E² grows. The largest transmission is at the band centre,

T(E = 0) = 4t²/(4t² + U²),     (21)

and T goes to zero at both band edges. The limits of weak impurity and band edge cannot be exchanged. For U = 0 the transmission is 1 at every energy inside the band, while for any fixed U ≠ 0 it tends to 0 at the edge.

Half of the current is transmitted when |U| = 2t sin k. Such a k exists inside the band if 0 < |U| ≤ 2t. For |U| > 2t the transmission is below one half throughout the band. The condition |U| = 2t sin k is also the border of convergence of the scattering series in section 5, since there |U g(0)| = 1.

For a weak impurity, |U| ≪ 2t sin k, the leading reflection is

R ≈ U²/(4t² sin²k).

For a strong impurity, |U| ≫ 2t, the leading transmission is

T ≈ 4t² sin²k/U².

It falls as 1/U², because the transmitted amplitude equals the amplitude on the impurity, which by equation (12) is then close to −1/[U g(0)].

The probability does not depend on the sign of U, but the amplitude does. Multiplying numerator and denominator of τ by 2t sin k − iU gives

τ = 2t sin k (2t sin k − iU)/(4t² sin²k + U²),

so that

phase of τ = −arctan(U/(2t sin k)).     (22)

A raised site and a lowered site of equal |U| transmit equally and shift the phase of the wave in opposite directions. The reason is that g(0) has no real part inside the band of this wire. A host with one open channel can have such a real part, for example a chain with a weak second-neighbour hopping, where the source also excites waves that decay with distance. These decaying waves contribute to ψ₀ = 1/[1 − U g(0)] but carry nothing away, so τ is then no longer equal to ψ₀. For a mirror-symmetric host the reflection is R = [U Im g(0)]²/|1 − U g(0)|² and T = 1 − R. The denominator contains a term linear in U, and the two signs of U transmit differently.

Near the lower band edge the formula turns into that of a free particle and a delta potential. Let a be the lattice spacing and K = k/a the wave number per length. For k ≪ 1 the band is E ≈ −2t + tK²a². Comparing tK²a² with ħ²K²/(2M) gives the effective mass M = ħ²/(2ta²). The impurity has strength α = Ua, and

U/(2t sin k) ≈ U/(2tKa) = α/(2ta²K) = Mα/(ħ²K),

T ≈ 1/[1 + (Mα/ħ²K)²].

10. The state bound to the impurity

An impurity of either sign also holds a state outside the band. No incident wave exists there, and equation (11) without its first term is

ψₙ = g(n) U ψ₀.

At n = 0, with ψ₀ ≠ 0, this requires

U g(0) = 1.     (23)

Above the band put κ = π + ib with b > 0. Then E = 2t cosh b and sin κ = −i sinh b, so that

g(0) = 1/(2t sinh b) = 1/√(E² − 4t²).

Below the band put κ = ib. Then E = −2t cosh b and sin κ = i sinh b, so that

g(0) = −1/(2t sinh b) = −1/√(E² − 4t²).

Condition (23) demands that g(0) have the sign of U, and in both cases E² − 4t² = U². For U ≠ 0 there is one solution:

E_b = sgn(U) √(4t² + U²).     (24)

For t = 1 eV and U = 1.5 eV this is √(4 + 2.25) = 2.5 eV, and for U = −1.5 eV it is −2.5 eV. Diagonalization of a long finite wire gives the same values.

The size of the state follows from sinh b = |U|/(2t) = 0.75. Then cosh b = √(1 + 0.5625) = 1.25 and exp(b) = 0.75 + 1.25 = 2. The amplitude halves from each site to the next. For U > 0 its sign also alternates, because exp(iπ) = −1. The wave function can be chosen real, so by equation (3) this state carries no current.

11. From transmission to conductance

Let the two ends of the wire be fed by reservoirs with occupations f_L(E) and f_R(E). Each reservoir fills the scattering states whose incident wave comes from its side. The reservoirs are taken to be reflectionless: an electron that reaches the end of the wire leaves it.

Consider first the states incident from the left. In a wire of L sites the allowed wave numbers are 2π/L apart, so an interval dk contains L dk/(2π) states per spin. Each has an incident probability 1/L per site and carries the current vT/L to the right. The factors L cancel:

J_L = ∫₀^π (dk/2π) v T f_L.

From equation (2), v dk = dE/ħ. Since 2πħ = h,

J_L = (1/h) ∫ T f_L dE.

By mirror symmetry the states incident from the right carry the same expression with f_R in the opposite direction. With two spin directions and charge of magnitude e, the electric current has the magnitude

I = (2e/h) ∫ T(E)(f_L − f_R) dE,     (25)

with the integral taken over the band. No factors for blocked final states appear. The scattering states are stationary states of independent electrons, and each one includes its transmitted part from the start.

For a small voltage V the chemical potentials differ by eV, and f_L − f_R ≈ eV(−df/dE). At zero temperature −df/dE is a peak of unit area at the Fermi energy E_F. The conductance is then

𝒢 = I/V = (2e²/h) T(E_F).     (26)

At U = 0 this equals 2e²/h and not infinity. The finite value comes from the limited number of electrons per unit time that one channel can receive from a reservoir.

Equation (25) has been tested by a calculation in time. A long wire with t = 1 eV and U = 1.5 eV is prepared with its left half filled to a level 0.20 eV higher than its right half, at kT = 0.05 eV, where kT denotes the thermal energy. The energy shift that held the two fillings apart is then removed. After the initial transient the particle current per spin through the bond next to the impurity is 0.02035 eV/ħ, and the reservoir formula gives the same value to this accuracy. An estimate with the band-centre transmission 0.64 at all energies is

0.64 × 0.20 eV/(2πħ) = 0.0204 eV/ħ.

The full integral lies slightly below it, because T decreases away from the band centre.

12. Worked example: a filament with one shifted site

Take a filament that conducts through one channel, with the round model parameters t = 1 eV and U = 1.5 eV. The shifted site stands for a defect whose potential is confined to one atom. A trapped charge beside the filament generally shifts several neighbouring sites as well, and the one-site formula does not describe that case. At three wave numbers equation (15) gives:

k = π/6: 2t sin k = 1.000 eV, T = 1/(1 + 2.25) = 0.3077.

k = π/3: 2t sin k = 1.732 eV, T = 3/(3 + 2.25) = 0.5714.

k = π/2: 2t sin k = 2.000 eV, T = 4/(4 + 2.25) = 0.6400.

At k = π/6 the scattering series has the ratio |U g(0)| = 1.5 and diverges, while the closed form remains valid. The amplitude at the band centre is

τ = 2/(2 + 1.5i) = 2(2 − 1.5i)/6.25 = 0.64 − 0.48i,

with phase −arctan(0.75) = −0.6435 rad. Its squared magnitude is 0.4096 + 0.2304 = 0.64.

A wave packet shows the same probability as a fraction of electrons that arrive. Long after the collision, each wave-number component on the right has been multiplied by τ(k). The transmitted fraction is therefore T(k) averaged over the packet's distribution of k. A Gaussian packet centred at k = π/3, with a standard deviation of 30 sites in position, has the transmitted fraction 0.571331, in agreement with this average.

The value at the central k is 4/7 = 0.571429, larger by about 0.0001. The curvature of T accounts for the difference. The standard deviation in k is 1/(2 × 30) = 1/60. To second order, the average differs from the central value by ½T″/60², where a prime means d/dk. With energies in eV, write S = 4 sin²k and D = S + U². Then T = 1 − U²/D and

T″ = U²[S″/D² − 2(S′)²/D³].

At k = π/3, S′ = 4 sin 2k = 2√3, S″ = 8 cos 2k = −4 and D = 5.25. This gives

T″ = 2.25 × (−0.1451 − 0.1659) = −0.70,

½T″/60² = −0.35/3600 = −0.000097.

For the conductance, let the Fermi energy be at the band centre. With 2e²/h = 77.48 μS, equation (26) gives

𝒢 = 0.64 × 77.48 μS = 49.59 μS.

If the energy of the one site changes, so does the conductance of the whole filament:

U = 0: T = 1.0000, 𝒢 = 77.48 μS.

U = 0.5 eV: T = 0.9412, 𝒢 = 72.92 μS.

U = 2 eV: T = 0.5000, 𝒢 = 38.74 μS.

U = 4 eV: T = 0.2000, 𝒢 = 15.50 μS.

U = 8 eV: T = 0.0588, 𝒢 = 4.56 μS.

In this model a shift from 0 to 8 eV lowers the conductance by a factor of 17. A shift that is small compared with 2t has little effect at the band centre, since the loss is then quadratic, 1 − T ≈ U²/(4t²). These figures describe elastic scattering in a model wire and are not predictions for a particular material. The numerical output lists further values; an energy printed there as −0.0000 eV is zero within rounding.

13. Where the result fails

Suppose the defect also changes its two bonds, from t to t′, with t′ > 0. Away from the impurity the waves keep the forms τ exp(ikn) and exp(ikn) + r exp(−ikn). The equation at site 1 is

Eψ₁ = −tψ₂ − t′ψ₀.

The wave τ exp(ikn), continued to n = 0, satisfies the host equation with tτ in place of t′ψ₀. Hence t′ψ₀ = tτ. Site −1 gives t′ψ₀ = t(1 + r) in the same way, so τ = 1 + r still holds. The sum ψ₁ + ψ₋₁ is the one found in section 6, and the equation at site 0 becomes

(E − U)(t/t′)τ = −t′[2τ exp(ik) − 2i sin k].

Multiply by t′/t and define γ = t′²/t:

τ[E − U + 2γ exp(ik)] = 2iγ sin k.

With E = −2t cos k, the real part of the bracket is −[U + 2(t − γ) cos k] and its imaginary part is 2γ sin k. Therefore

T = 4γ² sin²k/{4γ² sin²k + [U + 2(t − γ) cos k]²}.     (27)

For t′ = t, γ = t and equation (15) returns. For t′ ≠ t, away from the band centre, T depends on the sign of U, and it reaches 1 at U = −2(t − γ) cos k. A shifted site can then transmit better than an unshifted one.

The other conditions entered at definite steps. Current conservation required a real U; a site that absorbs electrons has |τ|² + |r|² < 1. The stationary equation required U to be constant in time. If the site energy follows a vibrating atom, or responds to the passing electron as in a polaron, energy can be exchanged and a single elastic T(E) no longer describes the current. Interactions between electrons, beyond a fixed shift of the site energy, are also outside the derivation.

A second impurity adds waves that travel back and forth between the two sites. Their phases depend on the distance, so the total transmission is in general not the product of two factors (15). In a filament with several channels, each a transverse mode of fixed shape, the number g(0) for one shifted orbital becomes a weighted sum over channels. The weight is the probability of the mode on that orbital, and channels closed at the energy E contribute too. An electron can then leave in an open channel other than the one in which it arrived.

Calculated quantities

```
hopping t = 1.00 eV, impurity energy U = 1.50 eV
k = pi/6: E = -1.7321 eV, 2t sin k = 1.0000 eV
  Im g(0) = -1.0000 1/eV
  tau = 0.3077 -0.4615 i, phase = -0.9828 rad
  T = 0.3077, R = 0.6923
k = pi/3: E = -1.0000 eV, 2t sin k = 1.7321 eV
  Im g(0) = -0.5774 1/eV
  tau = 0.5714 -0.4949 i, phase = -0.7137 rad
  T = 0.5714, R = 0.4286
k = pi/2: E = -0.0000 eV, 2t sin k = 2.0000 eV
  Im g(0) = -0.5000 1/eV
  tau = 0.6400 -0.4800 i, phase = -0.6435 rad
  T = 0.6400, R = 0.3600
g(0) at k=pi/3 by quadrature, extrapolated: -0.00000 -0.57735 i 1/eV
local density at k=pi/3: count 0.1838, formula 0.1838 1/eV per spin
G/g across impurity at E=-1.00 eV, eta=0.05 eV: 0.5706 -0.4867 i
bound state for +U: 2.5000 eV
bound state for -U: -2.5000 eV
packet: width 30 sites, start -250, time 288.7 hbar/eV
packet transmitted fraction = 0.571331
momentum average of T = 0.571331
released bias = 0.20 eV, kT = 0.05 eV
measured particle current per spin = 0.020351 eV/hbar
reservoir formula, same current = 0.020351 eV/hbar
conductance quantum 2e^2/h = 77.481 microsiemens
band centre, U = 0.0 eV: T = 1.0000, conductance = 77.48 microsiemens
band centre, U = 0.5 eV: T = 0.9412, conductance = 72.92 microsiemens
band centre, U = 1.5 eV: T = 0.6400, conductance = 49.59 microsiemens
band centre, U = 2.0 eV: T = 0.5000, conductance = 38.74 microsiemens
band centre, U = 4.0 eV: T = 0.2000, conductance = 15.50 microsiemens
band centre, U = 8.0 eV: T = 0.0588, conductance = 4.56 microsiemens
```
